\section*{Anisotropic thermal expansion and axis contraction with positive Grüneisen components, part 2}

The problem is the thermal expansion tensor $\alpha_{ij}=d\epsilon_{ij}/dT$ of a crystal, and when a hexagonal axis contracts on heating although the Gr\"uneisen components are positive. Hartree atomic units are used with $k_B=1$; repeated Cartesian indices are summed. $V$ is the cell volume, $\epsilon_{ij}$ the symmetric strain from equilibrium at temperature $T$, $\sigma_{ij}$ the stress (positive in tension), $F$ the free energy, $\mathcal S$ the entropy. Indexed $C$ and $S$ are stiffness and compliance, isothermal (superscript $T$ or none) or adiabatic (superscript $\mathcal S$).

Assumptions: A1, quasi-harmonic $F$, with frequencies $\omega_m$ depending only on strain; A2, zero stress; A3, stability (positive $\omega_m$, positive definite Hessian of $F$); A4, no free internal coordinates.

Mode $m$ has heat capacity $c_m=x_m^2e^{x_m}/(e^{x_m}-1)^2$, $x_m=\omega_m/T$. With $e_m$ the normalised eigenvectors of the dynamical matrix $\mathsf D$,
\begin{gather}
\gamma^m_{kl}=-\frac{\partial\ln\omega_m}{\partial\epsilon_{kl}},\qquad
C_\epsilon=\sum_m c_m,\qquad
\gamma_{kl}=\frac{1}{C_\epsilon}\sum_m c_m\gamma^m_{kl}.
\label{eq:defs}\\
\gamma^m_{ij}=-\frac{1}{2\omega_m^2}\,e_m^\dagger\frac{\partial\mathsf D}{\partial\epsilon_{ij}}e_m .
\label{eq:mode}
\end{gather}

Lemma 1: at zero stress the Hessian of $F$ is $VC^T_{ijkl}$ for every strain measure $\eta=\epsilon+O(\epsilon^2)$, because the term containing the gradient of $F$ vanishes. Lemma 2: $(\partial\mathcal S/\partial\epsilon_{ij})_T=C_\epsilon\gamma_{ij}$. Lemma 3: $\gamma_{ij}\alpha_{ij}>0$ if $\gamma\neq0$ and $T>0$.

Already proved are (i),
\begin{gather}
\alpha_{ij}=S^T_{ijkl}\,\gamma_{kl}\,\frac{C_\epsilon}{V},
\label{eq:main}\\
V\,C^T_{ijkl}\,\alpha_{kl}=C_\epsilon\gamma_{ij}.
\label{eq:balance}
\end{gather}
and (ii), $\alpha_{ij}=S^{\mathcal S}_{ijkl}\gamma_{kl}C_\sigma/V$, where $C_\sigma=C_\epsilon(1+T\gamma_{ij}\alpha_{ij})\ge C_\epsilon$ is the heat capacity at zero stress, with
\begin{equation}
VC^{\mathcal S}_{ijkl}=VC^T_{ijkl}+\frac{\partial^2F}{\partial\epsilon_{ij}\partial T}\Big(\frac{\partial T}{\partial\epsilon_{kl}}\Big)_{\mathcal S}
=VC^T_{ijkl}+(-C_\epsilon\gamma_{ij})(-T\gamma_{kl})=VC^T_{ijkl}+TC_\epsilon\gamma_{ij}\gamma_{kl}.
\label{eq:adiab}
\end{equation}

Still to be proved are (iii): for a hexagonal crystal with axis $x_3$, $\gamma=\mathrm{diag}(\gamma_a,\gamma_a,\gamma_c)$, $\alpha=\mathrm{diag}(\alpha_a,\alpha_a,\alpha_c)$ and, in Voigt notation,
\begin{align}
\alpha_a&=\frac{C_\epsilon}{V}\big[(S_{11}+S_{12})\gamma_a+S_{13}\gamma_c\big]=\frac{C_\epsilon}{V}\,\frac{C_{33}\gamma_a-C_{13}\gamma_c}{D},\label{eq:aa}\\
\alpha_c&=\frac{C_\epsilon}{V}\big[2S_{13}\gamma_a+S_{33}\gamma_c\big]=\frac{C_\epsilon}{V}\,\frac{(C_{11}+C_{12})\gamma_c-2C_{13}\gamma_a}{D},\label{eq:ac}
\end{align}
where $D=C_{33}(C_{11}+C_{12})-2C_{13}^2>0$; and (iv): for $\gamma_a,\gamma_c>0$ and $r=\gamma_c/\gamma_a$, both axes expand if $S_{13}\ge0$, while if $S_{13}<0$ (the same as $C_{13}>0$)
\begin{equation}
\alpha_a<0\iff r>\frac{C_{33}}{C_{13}},\qquad
\alpha_c<0\iff r<\frac{2C_{13}}{C_{11}+C_{12}},
\label{eq:crit}
\end{equation}
the second threshold lies below the first, and $\alpha_a$ and $\alpha_c$ are never both negative.

\section{Hexagonal symmetry}

\paragraph{Lemma 4 (invariant tensors).} Let $R$ be the rotation by $\theta=2\pi/n$ about $x_3$ with $n\ge3$. A symmetric tensor with $RgR^{\mathsf T}=g$ has the form $\mathrm{diag}(g_a,g_a,g_c)$.

\emph{Proof.} Take $R_{11}=R_{22}=\cos\theta$, $R_{21}=-R_{12}=\sin\theta$, $R_{33}=1$, and $g'_{ij}=R_{ik}R_{jl}g_{kl}$. Then $g'_{33}=g_{33}$. The pair $(g_{13},g_{23})$ transforms as $g'_{a3}=R_{ab}g_{b3}$, a plane rotation by $\theta$. A vector fixed by it is annihilated by $1-R$, whose determinant in the plane is $(1-\cos\theta)^2+\sin^2\theta=2-2\cos\theta$. This is nonzero, so $g_{13}=g_{23}=0$. For the in-plane block,
\begin{align}
g'_{11}&=\cos^2\theta\,g_{11}-2\sin\theta\cos\theta\,g_{12}+\sin^2\theta\,g_{22},\nonumber\\
g'_{22}&=\sin^2\theta\,g_{11}+2\sin\theta\cos\theta\,g_{12}+\cos^2\theta\,g_{22},\nonumber\\
g'_{12}&=\sin\theta\cos\theta\,(g_{11}-g_{22})+(\cos^2\theta-\sin^2\theta)\,g_{12}.
\end{align}
With $p=(g_{11}-g_{22})/2$ and $q=g_{12}$, half the difference of the first two lines is $p'=p\cos2\theta-q\sin2\theta$, and the third is $q'=p\sin2\theta+q\cos2\theta$. The pair $(p,q)$ rotates by $2\theta$, and the determinant is now $2-2\cos2\theta$, which vanishes only if $\theta$ is a multiple of $\pi$. For $n\ge3$ it does not, so $p=q=0$. $\square$

Every hexagonal point group contains the threefold rotation about $x_3$, for which both determinants equal 3. The lemma covers trigonal and tetragonal crystals as well, and so does everything proved from it below; where the point group contains only the rotoinversion $-R$ with $n=4$, the conclusion is the same, because $(-R)g(-R)^{\mathsf T}=RgR^{\mathsf T}$ and every tensor used here has even rank.

\paragraph{Proof of (iii).} If $R$ belongs to the point group of the equilibrium crystal, the strains $\epsilon$ and $R\epsilon R^{\mathsf T}$ produce congruent crystals, so $F$ and $\mathcal S$ take the same values at the two strains. Their derivatives at $\epsilon=0$, namely $\gamma$ and $C^T$, are then invariant tensors, and so is the inverse $S^T$. A contraction of invariant tensors is invariant, so $\alpha$ is invariant by (i). Lemma 4 gives the diagonal forms of $\gamma$ and $\alpha$.

Let $P^a=\mathrm{diag}(1,1,0)$ and $P^c=\mathrm{diag}(0,0,1)$, both invariant. The tensor $C_{ijkl}P^c_{kl}=C_{ij33}$ is invariant and of second rank, so Lemma 4 gives $C_{13}=C_{23}$. The tensor $C_{ijkl}P^a_{kl}$ is invariant, so $C_{11}+C_{12}=C_{21}+C_{22}$. In the same way $S_{13}=S_{23}$. Writing out \eqref{eq:main} for $ij=11$ and $ij=33$ with diagonal $\gamma$,
\begin{align}
\alpha_{11}&=(C_\epsilon/V)\,(S_{11}\gamma_a+S_{12}\gamma_a+S_{13}\gamma_c),\nonumber\\
\alpha_{33}&=(C_\epsilon/V)\,(S_{31}\gamma_a+S_{32}\gamma_a+S_{33}\gamma_c),
\end{align}
and $S_{31}=S_{32}=S_{13}$ gives the first forms of \eqref{eq:aa} and \eqref{eq:ac}. The same components of \eqref{eq:balance}, with diagonal $\alpha$, are
\begin{align}
(C_{11}+C_{12})\,\alpha_a+C_{13}\,\alpha_c&=\gamma_aC_\epsilon/V,\label{eq:row1}\\
2C_{13}\,\alpha_a+C_{33}\,\alpha_c&=\gamma_cC_\epsilon/V.\label{eq:row3}
\end{align}
Multiplying \eqref{eq:row1} by $C_{33}$, \eqref{eq:row3} by $C_{13}$ and subtracting eliminates $\alpha_c$ and leaves $D\alpha_a=(C_{33}\gamma_a-C_{13}\gamma_c)C_\epsilon/V$. Multiplying \eqref{eq:row3} by $C_{11}+C_{12}$, \eqref{eq:row1} by $2C_{13}$ and subtracting leaves $D\alpha_c=[(C_{11}+C_{12})\gamma_c-2C_{13}\gamma_a]C_\epsilon/V$. These are the second forms. The two forms express the same inversion of $C$ for any invariant right-hand side, so the coefficients of $\gamma_a$ and of $\gamma_c$ agree separately:
\begin{equation}
S_{11}+S_{12}=\frac{C_{33}}{D},\qquad S_{13}=-\frac{C_{13}}{D},\qquad S_{33}=\frac{C_{11}+C_{12}}{D}.
\label{eq:compl}
\end{equation}
For the sign of $D$, evaluate the positive definite form $C_{ijkl}\epsilon_{ij}\epsilon_{kl}$ on $\epsilon=\mathrm{diag}(u,u,w)$:
\begin{equation}
C_{ijkl}\epsilon_{ij}\epsilon_{kl}=2(C_{11}+C_{12})u^2+4C_{13}uw+C_{33}w^2 .
\label{eq:form}
\end{equation}
Setting $w=0$ and then $u=0$ shows $C_{11}+C_{12}>0$ and $C_{33}>0$. The matrix of the form has diagonal entries $2(C_{11}+C_{12})$, $C_{33}$ and off-diagonal entry $2C_{13}$, so its determinant is $2(C_{11}+C_{12})C_{33}-4C_{13}^2=2D$, which must be positive. $\square$

Stability makes $S_{11}+S_{12}$ and $S_{33}$ positive and leaves the sign of $S_{13}$ free; that sign is opposite to the sign of $C_{13}$.

\paragraph{Remark (the factor 2 for the $a$ axis).} A change of the lattice constant $a$ strains both basal directions, $d\epsilon_{11}=d\epsilon_{22}=d\ln a$, while $d\epsilon_{33}=d\ln c$. Hence $-\partial\ln\omega_m/\partial\ln a=\gamma^m_{11}+\gamma^m_{22}$, whose weighted average is $2\gamma_a$, and $-\partial\ln\omega_m/\partial\ln c$ averages to $\gamma_c$. A single mode at a general $\mathbf q$ has $\gamma^m_{11}\ne\gamma^m_{22}$; equality holds after the sum over symmetry-related wave vectors. Inserting $-\partial\ln\omega/\partial\ln a$ for $\gamma_a$ halves $r$ and can reverse a predicted sign. By Lemma 1 and \eqref{eq:form}, the Hessian $H$ of $F$ in the variables $(\ln a,\ln c)$ at equilibrium is
\begin{equation}
H_{aa}=2V(C_{11}+C_{12}),\qquad H_{ac}=2VC_{13},\qquad H_{cc}=VC_{33}.
\label{eq:H}
\end{equation}

\section{Contraction with positive Gr\"uneisen components}

\paragraph{Proof of (iv).} The prefactor $C_\epsilon/(VD)$ is positive. If $S_{13}\ge0$, each bracket in the first forms of \eqref{eq:aa} and \eqref{eq:ac} is a positive term plus a non-negative one, so both coefficients are positive. If $S_{13}<0$, then $C_{13}>0$ by \eqref{eq:compl}. The inequality $C_{33}\gamma_a-C_{13}\gamma_c<0$, divided by the positive number $C_{13}\gamma_a$, becomes $r>C_{33}/C_{13}$. The inequality $(C_{11}+C_{12})\gamma_c-2C_{13}\gamma_a<0$, divided by $(C_{11}+C_{12})\gamma_a$, becomes $r<2C_{13}/(C_{11}+C_{12})$. The gap between the thresholds is
\begin{equation}
\frac{C_{33}}{C_{13}}-\frac{2C_{13}}{C_{11}+C_{12}}=\frac{D}{C_{13}(C_{11}+C_{12})}>0,
\label{eq:gap}
\end{equation}
so no $r$ satisfies both conditions. $\square$

Lemma 3 gives the last statement independently, since $\gamma_{ij}\alpha_{ij}=2\gamma_a\alpha_a+\gamma_c\alpha_c>0$ cannot hold with two negative coefficients and positive $\gamma_a,\gamma_c$. Explicitly, this quantity is $C_\epsilon/(VD)$ times $2C_{33}\gamma_a^2-4C_{13}\gamma_a\gamma_c+(C_{11}+C_{12})\gamma_c^2$, which as a quadratic in $\gamma_a/\gamma_c$ has discriminant $16C_{13}^2-8C_{33}(C_{11}+C_{12})=-8D<0$ and never changes sign.

\paragraph{Remark (the Poisson mechanism).} Solving \eqref{eq:row1} for $\alpha_a$ gives the exact relation
\begin{equation}
\alpha_a=\alpha_a^{\rm cl}-\nu\,\alpha_c,\qquad
\alpha_a^{\rm cl}=\frac{\gamma_aC_\epsilon}{V(C_{11}+C_{12})},\qquad
\nu=\frac{C_{13}}{C_{11}+C_{12}}=-\frac{S_{13}}{S_{33}} .
\label{eq:poisson}
\end{equation}
The first term is the expansion of $a$ when $c$ is held fixed: only $\partial F/\partial\ln a=0$ is then imposed, and its temperature derivative is $H_{aa}\alpha_a^{\rm cl}=\partial\mathcal S/\partial\ln a=2\gamma_aC_\epsilon$, which with \eqref{eq:H} is the stated value. It is positive whenever $\gamma_a$ is. The number $\nu$ is the Poisson ratio for uniaxial stress along $c$, because $\sigma_{33}$ alone gives $\epsilon_{11}=S_{13}\sigma_{33}$ and $\epsilon_{33}=S_{33}\sigma_{33}$. The vibrations push the basal plane outward, and the $a$ axis shrinks only when the lateral contraction that accompanies the elongation along $c$ exceeds this. A negative $\alpha_a$ is therefore no evidence for modes that stiffen under basal stretching. The term $(S_{11}+S_{12})\gamma_aC_\epsilon/V$ of \eqref{eq:aa} is a different quantity from $\alpha_a^{\rm cl}$: it is the response to the basal stress with $c$ free, and for $\gamma_a>0$ it is larger when $C_{13}\neq0$, since $C_{33}/D>1/(C_{11}+C_{12})$ is equivalent to $2C_{13}^2>0$.

\paragraph{Remark (adiabatic constants give the same criterion).} By \eqref{eq:adiab}, $C^{\mathcal S}_{33}=C_{33}+TC_\epsilon\gamma_c^2/V$ and $C^{\mathcal S}_{13}=C_{13}+TC_\epsilon\gamma_a\gamma_c/V$. In $C^{\mathcal S}_{33}\gamma_a-C^{\mathcal S}_{13}\gamma_c$ the two added terms are $\pm TC_\epsilon\gamma_a\gamma_c^2/V$ and cancel, so the numerator of \eqref{eq:aa} is the same for both sets of constants. Likewise $C^{\mathcal S}_{11}+C^{\mathcal S}_{12}=C_{11}+C_{12}+2TC_\epsilon\gamma_a^2/V$, so in $(C^{\mathcal S}_{11}+C^{\mathcal S}_{12})\gamma_c-2C^{\mathcal S}_{13}\gamma_a$ the added terms $\pm2TC_\epsilon\gamma_a^2\gamma_c/V$ cancel and the numerator of \eqref{eq:ac} is unchanged too.

\paragraph{Remark (volume and linear compressibilities).} To first order $d\ln V=d\epsilon_{ii}$, so $\beta=2\alpha_a+\alpha_c$. Adding twice \eqref{eq:aa} to \eqref{eq:ac} and collecting terms,
\begin{equation}
\beta=\frac{C_\epsilon}{V}\,(2\kappa_a\gamma_a+\kappa_c\gamma_c),\qquad
\kappa_a=S_{11}+S_{12}+S_{13},\quad \kappa_c=2S_{13}+S_{33}.
\label{eq:beta}
\end{equation}
The $\kappa$ are the linear compressibilities, since a pressure $\sigma_{ij}=-p\delta_{ij}$ gives $\epsilon_{11}=-p\kappa_a$ and $\epsilon_{33}=-p\kappa_c$. By \eqref{eq:compl}, $\kappa_a=(C_{33}-C_{13})/D$ and $\kappa_c=(C_{11}+C_{12}-2C_{13})/D$. If both are positive and $\gamma_a,\gamma_c>0$, then $\beta>0$. If in addition $C_{13}>0$, the upper threshold in \eqref{eq:crit} exceeds 1 and the lower one is below 1: one axis may contract while the volume grows. For an isotropic Gr\"uneisen tensor, $r=1$, equations \eqref{eq:aa} and \eqref{eq:ac} reduce to $\alpha_a=\gamma C_\epsilon\kappa_a/V$ and $\alpha_c=\gamma C_\epsilon\kappa_c/V$, and for $\gamma>0$ contraction needs a negative linear compressibility. A model with one positive scalar Gr\"uneisen parameter therefore cannot describe the contraction of an axis that has an ordinary, positive compressibility.

\section{Limiting cases}

\emph{Cubic crystal.} Take a cubic crystal with a fourfold axis along each cube edge. Lemma 4 with $n=4$, applied to two such axes, makes $\gamma_a=\gamma_c=\gamma$, and the rotations that exchange the axes give $C_{13}=C_{12}$, $C_{33}=C_{11}$. Then $D=C_{11}^2+C_{11}C_{12}-2C_{12}^2=(C_{11}-C_{12})(C_{11}+2C_{12})$, and \eqref{eq:aa} becomes
\begin{equation}
\alpha=\frac{\gamma C_\epsilon}{V}\,\frac{C_{11}-C_{12}}{D}=\frac{\gamma C_\epsilon}{V(C_{11}+2C_{12})}=\frac{\gamma C_\epsilon}{3BV}.
\end{equation}
The last step uses $B=(C_{11}+2C_{12})/3$: for $u=w$ the form \eqref{eq:form} is $(3C_{11}+6C_{12})u^2$, and it must equal $B(3u)^2$ because the relative volume change is $3u$. Under a uniform dilation $-d\ln\omega_m=\gamma^m_{ii}\,du$ and $d\ln V=3\,du$, so $\gamma$ is the weighted average of $-d\ln\omega_m/d\ln V$. This is the ordinary Gr\"uneisen relation, in which the sign of $\alpha$ is the sign of $\gamma$.

\emph{No coupling.} For $C_{13}=0$, $D=C_{33}(C_{11}+C_{12})$, so $\alpha_a=\alpha_a^{\rm cl}$ and $\alpha_c=\gamma_cC_\epsilon/(VC_{33})$. Each axis responds to its own thermal stress.

\emph{Approach to instability.} Let $D\to0^+$ with $C_{13}\neq0$ held fixed and the other constants finite. For $C_{13}<0$ and positive $\gamma_a,\gamma_c$ both numerators in \eqref{eq:aa} and \eqref{eq:ac} are positive, so both axes expand ever more strongly as $D\to0^+$. For $C_{13}>0$, as $D\to0^+$ the gap \eqref{eq:gap} closes and the prefactor $1/D$ grows. Unless $r$ happens to lie at the common threshold, one axis expands and the other contracts, both strongly, along the soft combination of $a$ and $c$.

\emph{Temperature.} As $x\to0$, $e^x-1\to x$ and $c\to1$, so at high temperature $\gamma_{ij}$ is the plain average of the mode parameters. For $x\gg1$, $c\approx x^2e^{-x}$, so at low temperature the softest modes carry the weight and $\alpha$ vanishes with $C_\epsilon$. The weights therefore shift with $T$, $r(T)$ can change by a large fraction, and $\alpha_a$ changes sign where $r(T)$ crosses $C_{33}/C_{13}$. In the model of Section 8, $r$ falls from $1.59$ to $1.04$ between the two temperatures studied while $C_{33}/C_{13}$ moves only from $1.204$ to $1.208$.

\section{Where the assumptions fail}

\emph{Explicit anharmonicity, electrons, spins.} The proofs of (i) and (ii) use Lemma 2 only to name $\partial\mathcal S/\partial\epsilon_{ij}$. If $\gamma_{ij}$ is defined thermodynamically as $C_\epsilon^{-1}(\partial\mathcal S/\partial\epsilon_{ij})_T$ with the true entropy and heat capacity, statements (i) to (iv) hold without A1. What fails is the identification of $\gamma_{ij}$ with the average of \eqref{eq:mode}. Phonon-phonon interactions make the frequencies depend on $T$ at fixed strain, which matters at high temperature and for soft modes. Independent subsystems add their entropies, so $C_\epsilon\gamma_{ij}$ becomes a sum of vibrational, electronic and magnetic products. In a metal in its normal, non-superconducting state the electronic heat capacity, linear in $T$, outweighs the lattice term at the lowest temperatures.

\emph{Nonzero pressure.} Under a pressure $p$ the stationary function is $G=F+pV$. The proof of (i) goes through with the Hessian of $G$, since $pV$ has no explicit temperature dependence, but the Hessian of $F$ alone now depends on the strain measure because the gradient term in Lemma 1 survives. In the variables $(\ln a,\ln c)$, where $V\propto a^2c$, the term $pV$ adds $4pV$, $2pV$ and $pV$ to $H_{aa}$, $H_{ac}$ and $H_{cc}$.

\emph{Internal coordinates.} Let $F(\epsilon,y,T)$ depend on a free internal coordinate $y$, as in the wurtzite structure, and let $y^*(\epsilon,T)$ minimise it. The reduced function $\tilde F(\epsilon,T)=F(\epsilon,y^*,T)$ has $-\partial\tilde F/\partial T=\mathcal S(\epsilon,y^*,T)$, because $\partial F/\partial y=0$ at $y^*$. Its strain derivative is $\sum_mc_m\tilde\gamma^m_{ij}$, where $\tilde\gamma^m$ is the total derivative of $-\ln\omega_m$ with $y$ following $y^*$. Then $\alpha_{ij}=\tilde S^T_{ijkl}\sum_mc_m\tilde\gamma^m_{kl}/V$ with the relaxed compliance from $\tilde F$. Mode parameters computed with frozen fractional coordinates must not be combined with relaxed compliances.

Parts (iii) and (iv) are now proved, and the limiting cases and the consequences of dropping the assumptions have been set out. What remains is a worked example, in which the $a$ axis contracts at low temperature and expands at room temperature, and a numerical check of the theorem.
